# Clustering statistics of percolation breakdown with gamma-distributed severity: a numerical check

```python
"""
Result under test: the breakdown probability of a device whose cumulative
hazard is G*H, with G gamma distributed (shape a, mean 1) and shared by the
whole device, is F = 1 - (1 + H/a)**(-a).

Symbols
  N columns, each of n cells; a device fails when one column is fully defective
  cell defect probability p = (r*t/tau)**m, r = exp(-delta/theta)
  delta: shift of the effective defect-generation barrier; theta = k_B*T
  beta = m*n, G = r**beta, H = N*(t/tau)**beta = mean cumulative hazard
  S = 1 - F: survival probability
Times are ratios to tau. Energies are in eV, lengths in angstrom.
"""
import itertools
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import digamma, gammaln, polygamma

# ---------- model parameters ----------
cell_side = 10.0
thickness = 40.0
area = 1.0e8
m = 0.5
a = 1.5
theta = 0.035
n = int(round(thickness / cell_side))
N = area / cell_side**2
beta = m * n

# ---------- direct average over the gamma density, in u = ln g ----------
u = np.linspace(-80.0, 6.0, 200001)
g = np.exp(u)
du = u[1] - u[0]


def average(values, shape):
    log_density = shape * np.log(shape) + shape * u - shape * g - gammaln(shape)
    return float(np.sum(np.exp(log_density) * values) * du)


def survival(H, shape=a):
    return (1.0 + H / shape) ** (-shape)


def failure(H, shape=a):
    return -math.expm1(-shape * math.log1p(H / shape))


def hazard_at(F, shape=a):
    return shape * math.expm1(-math.log1p(-F) / shape)


# Normalization, moments and the main result
worst = 0.0
for shape in (0.5, 1.5, 4.0, 30.0):
    assert abs(average(np.ones_like(g), shape) - 1) < 1e-10
    assert abs(average(g, shape) - 1) < 1e-10
    assert abs(average((g - 1) ** 2, shape) - 1 / shape) < 1e-10
    for H in (0.01, 0.5, 2.0, 10.0):
        direct = average(np.exp(-g * H), shape)
        worst = max(worst, abs(direct - survival(H, shape)))
        assert direct > math.exp(-H)
assert worst < 1e-10

# Column survival from enumeration of every state of a small lattice
p_small, columns_small, cells_small = 0.3, 3, 2
enumerated = 0.0
for state in itertools.product((0, 1), repeat=columns_small * cells_small):
    lattice = np.array(state).reshape(columns_small, cells_small)
    if not lattice.all(axis=1).any():
        bad = sum(state)
        enumerated += p_small**bad * (1 - p_small) ** (len(state) - bad)
assert abs(enumerated - (1 - p_small**cells_small) ** columns_small) < 1e-12

# Finite number of columns: sign and size of the continuous-hazard error
for N_small in (5, 20, 200):
    for H in (0.05, 2.0, 6.0):
        x = g * H
        discrete = np.clip(1 - x / N_small, 0, None) ** N_small
        gap = average(np.exp(-x) - discrete, a)
        assert 0 < gap <= 4 / (math.e**2 * N_small)
        assert gap <= H**2 * (1 + 1 / a) / N_small

# Cell-by-cell simulation, severity shared or independent in patches
rng = np.random.default_rng(12345)
N_sim, H_sim, devices, batch = 400, 2.0, 20000, 1000


def simulate(patches):
    time_ratio = (H_sim / N_sim) ** (1 / beta)
    survivors = 0
    for _ in range(devices // batch):
        severity = rng.gamma(a, 1 / a, size=(batch, patches))
        delta = -theta * np.log(severity) / beta
        rate = np.exp(-delta / theta)
        p = np.minimum((rate * time_ratio) ** m, 1.0)
        p = np.repeat(p, N_sim // patches, axis=1)
        column_failed = np.ones((batch, N_sim), dtype=bool)
        for _ in range(n):
            column_failed &= rng.random((batch, N_sim), dtype=np.float32) < p
        survivors += int(np.sum(~column_failed.any(axis=1)))
    return survivors / devices


M = 4
sim_shared = simulate(1)
sim_patch = simulate(M)
S_shared = survival(H_sim)
S_patch = survival(H_sim, M * a)
# tolerance: four standard errors plus the finite-column bound
for simulated, formula, patches in ((sim_shared, S_shared, 1),
                                    (sim_patch, S_patch, M)):
    error = math.sqrt(formula * (1 - formula) / devices)
    bound = 4 * patches / (math.e**2 * N_sim)
    assert abs(simulated - formula) < 4 * error + bound
assert sim_shared - sim_patch > 0.05

# Selection of survivors and the falling population hazard
for H in (0.3, 2.0, 8.0):
    weight = np.exp(-g * H)
    conditional = average(g * weight, a) / average(weight, a)
    step = 1e-4
    slope = -(math.log(average(np.exp(-g * (H + step)), a))
              - math.log(average(np.exp(-g * (H - step)), a))) / (2 * step)
    assert abs(conditional - 1 / (1 + H / a)) < 1e-9
    assert abs(slope - conditional) < 1e-6

# Small-hazard expansion and Poisson limit
H_low = 0.01
F_low = average(-np.expm1(-g * H_low), a)
remainder = F_low - (H_low - (1 + 1 / a) * H_low**2 / 2)
assert 0 < remainder < average(g**3, a) * H_low**3 / 6
excess = average(np.exp(-2 * g), 200.0) - math.exp(-2)
assert abs(excess / (math.exp(-2) * 4 / 400) - 1) < 0.02

# Failure times: root of the direct average against the inverted formula


def time_at(F, columns=N):
    return (hazard_at(F) / columns) ** (1 / beta)


def time_direct(F, columns):
    def mismatch(log_t):
        H = columns * math.exp(beta * log_t)
        return math.log(average(-np.expm1(-g * H), a) / F)
    return math.exp(brentq(mismatch, -25, -2, xtol=1e-12))


for F in (1e-6, 0.5, 0.9):
    for columns in (N, 100 * N):
        assert abs(time_direct(F, columns) / time_at(F, columns) - 1) < 1e-7
area_time_ratio = time_direct(0.5, 100 * N) / time_direct(0.5, N)
assert abs(area_time_ratio - 100 ** (-1 / beta)) < 1e-7

# Slope on the Weibull plot


def weibull_slope(H):
    return beta * H / ((a + H) * math.log1p(H / a))


def weibit_direct(log_t):
    H = N * math.exp(beta * log_t)
    return math.log(-math.log1p(-average(-np.expm1(-g * H), a)))


for F in (1e-6, 0.5, 0.9):
    lt, step = math.log(time_at(F)), 1e-4
    numeric = (weibit_direct(lt + step) - weibit_direct(lt - step)) / (2 * step)
    assert abs(numeric - weibull_slope(hazard_at(F))) < 1e-6

# Number of failed columns under continued stress
k = np.arange(161)
count_direct = np.array([average(np.exp(-g * H_sim + j * (u + math.log(H_sim))
                                      - gammaln(j + 1)), a) for j in k])
count_formula = np.exp(gammaln(k + a) - gammaln(k + 1) - gammaln(a)
                       + k * math.log(H_sim / (a + H_sim))
                       + a * math.log(a / (a + H_sim)))
assert np.max(np.abs(count_direct - count_formula)) < 1e-10
count_mean = float(np.sum(k * count_direct))
count_var = float(np.sum((k - count_mean) ** 2 * count_direct))
assert abs(count_mean - H_sim) < 1e-8
assert abs(count_var - H_sim - H_sim**2 / a) < 1e-8

# Barrier shifts implied by gamma severity
delta_grid = -theta * u / beta
delta_mean = average(delta_grid, a)
delta_sd = math.sqrt(average((delta_grid - delta_mean) ** 2, a))
assert abs(delta_mean - theta / beta * (math.log(a) - digamma(a))) < 1e-10
assert abs(delta_sd - theta / beta * math.sqrt(polygamma(1, a))) < 1e-10

# Gaussian barrier: lognormal severity with the same mean and variance
s2 = math.log(1 + 1 / a)
z = np.linspace(-12, 12, 40001)
normal = np.exp(-z**2 / 2) / math.sqrt(2 * math.pi) * (z[1] - z[0])
g_log = np.exp(math.sqrt(s2) * z - s2 / 2)
assert abs(np.sum(normal * g_log) - 1) < 1e-10
assert abs(np.sum(normal * (g_log - 1) ** 2) - 1 / a) < 1e-10
F_log_low = float(np.sum(normal * -np.expm1(-g_log * H_low)))
third = max(average(g**3, a), float(np.sum(normal * g_log**3)))
assert abs(F_log_low - F_low) < third * H_low**3 / 6
S_log_high = float(np.sum(normal * np.exp(-10 * g_log)))
assert survival(10.0) > 1.5 * S_log_high

# Two Poisson projections to the target percentile
target = 1e-6
t_target, t50, t90 = time_at(target), time_at(0.5), time_at(0.9)
poisson_ratio = -math.log1p(-target) / math.log(2)
t_known_beta = t50 * poisson_ratio ** (1 / beta)
beta_line = math.log(math.log(10) / math.log(2)) / math.log(t90 / t50)
t_line = t50 * poisson_ratio ** (1 / beta_line)
assert t_line < t_target < t_known_beta
F_known_beta = failure(N * t_known_beta**beta)

# ---------- printed results ----------
hartree = physical_constants["Hartree energy in eV"][0]
print(f"cell side = {cell_side:.1f} angstrom")
print(f"film thickness = {thickness:.1f} angstrom")
print(f"device area = {area:.3e} angstrom^2")
print(f"cells per column n = {n}; columns N = {N:.3e}")
print(f"m = {m}; beta = {beta}; gamma shape a = {a}")
print(f"theta = k_B T = {theta:.4f} eV")
print(f"largest |quadrature - formula| for S = {worst:.1e}")
print(f"bound on finite-column survival error = {4/(math.e**2*N):.3e}")
for F in (1e-6, 0.5, 0.9):
    H = hazard_at(F)
    print(f"F = {F:g}: H = {H:.6g}, t/tau = {time_at(F):.5e}, "
          f"Weibull slope = {weibull_slope(H):.4f}")
q50 = hazard_at(0.5) / N
print(f"at median, G = 1: column failure probability = {q50:.4e}")
print(f"at median, G = 1: cell defect probability = {q50**(1/n):.5f}")
for H in (1.0, 2.0, 10.0):
    print(f"H = {H:g}: S clustered = {survival(H):.5f}, "
          f"S Poisson = {math.exp(-H):.5f}, "
          f"mean G of survivors = {1/(1+H/a):.4f}")
print(f"simulation: columns = {N_sim}, devices = {devices}, H = {H_sim:g}")
print(f"shared severity: S simulated = {sim_shared:.4f}, "
      f"formula = {S_shared:.4f}")
print(f"{M} patches: S simulated = {sim_patch:.4f}, formula = {S_patch:.4f}")
print(f"area x100: median time ratio = {area_time_ratio:.5f}")
area_log_ratio = math.log(survival(2.0)) / math.log(survival(1.0))
print(f"area x2 from H = 1: ratio of -ln S = {area_log_ratio:.4f}")
print(f"failed columns at H = 2: mean = {count_mean:.4f}, "
      f"variance = {count_var:.4f}")
print(f"P(0) = {count_direct[0]:.5f}, P(1) = {count_direct[1]:.5f}, "
      f"P(2 or more) = {1-count_direct[0]-count_direct[1]:.5f}")
print(f"mean barrier shift = {delta_mean:.5f} eV")
print(f"barrier standard deviation = {delta_sd:.5f} eV "
      f"= {delta_sd/hartree:.4e} hartree")
print(f"H = 0.01: F gamma = {F_low:.8f}, F lognormal = {F_log_low:.8f}")
print(f"H = 10: S gamma = {survival(10.0):.5f}, "
      f"S lognormal = {S_log_high:.5f}")
print(f"Poisson from median, true beta: t/tau = {t_known_beta:.5e}")
print(f"  projected/true time = {t_known_beta/t_target:.4f}, "
      f"actual F there = {F_known_beta:.4e}")
print(f"line through 50% and 90%: apparent beta = {beta_line:.4f}")
print(f"  projected t/tau = {t_line:.5e}, "
      f"true/projected time = {t_target/t_line:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
cell side = 10.0 angstrom
film thickness = 40.0 angstrom
device area = 1.000e+08 angstrom^2
cells per column n = 4; columns N = 1.000e+06
m = 0.5; beta = 2.0; gamma shape a = 1.5
theta = k_B T = 0.0350 eV
largest |quadrature - formula| for S = 1.3e-11
bound on finite-column survival error = 5.413e-07
F = 1e-06: H = 1e-06, t/tau = 1.00000e-06, Weibull slope = 2.0000
F = 0.5: H = 0.881102, t/tau = 9.38670e-04, Weibull slope = 1.6016
F = 0.9: H = 5.46238, t/tau = 2.33717e-03, Weibull slope = 1.0222
at median, G = 1: column failure probability = 8.8110e-07
at median, G = 1: cell defect probability = 0.03064
H = 1: S clustered = 0.46476, S Poisson = 0.36788, mean G of survivors = 0.6000
H = 2: S clustered = 0.28057, S Poisson = 0.13534, mean G of survivors = 0.4286
H = 10: S clustered = 0.04711, S Poisson = 0.00005, mean G of survivors = 0.1304
simulation: columns = 400, devices = 20000, H = 2
shared severity: S simulated = 0.2807, formula = 0.2806
4 patches: S simulated = 0.1762, formula = 0.1780
area x100: median time ratio = 0.10000
area x2 from H = 1: ratio of -ln S = 1.6587
failed columns at H = 2: mean = 2.0000, variance = 4.6667
P(0) = 0.28057, P(1) = 0.24049, P(2 or more) = 0.47895
mean barrier shift = 0.00646 eV
barrier standard deviation = 0.01692 eV = 6.2180e-04 hartree
H = 0.01: F gamma = 0.00991731, F lognormal = 0.00991743
H = 10: S gamma = 0.04711, S lognormal = 0.01597
Poisson from median, true beta: t/tau = 1.12746e-06
  projected/true time = 1.1275, actual F there = 1.2712e-06
line through 50% and 90%: apparent beta = 1.3161
  projected t/tau = 3.42267e-08, true/projected time = 29.217
ALL CHECKS PASSED
```
